\section*{Landau–Zener tunnelling of massive two-dimensional Dirac electrons in a uniform field}

\section{From a static field to a sweep}

\textbf{Q.} You want an interband probability for electrons in a constant electric field. Nothing in that problem depends on time. Where does a Landau--Zener sweep come from?

\textbf{A.} From the motion of the wavevector. The electrons obey
\begin{equation}
H_0(\mathbf k)=\hbar v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z ,
\end{equation}
with velocity $v$ and full gap $2|\Delta|$. The charge is $-e$ and the field of strength $E$ points along $-x$, so the force is $F=eE>0$ along $+x$ and the potential energy is $U=-Fx$. Try
\begin{equation}
\psi(\mathbf r,t)=e^{i[k_x(t)x+k_yy]}\chi(t).
\end{equation}
Then $i\hbar\,\partial_t\psi=e^{i\mathbf k\cdot\mathbf r}(i\hbar\dot\chi-\hbar\dot k_x x\chi)$, while the Hamiltonian gives $e^{i\mathbf k\cdot\mathbf r}(H_0\chi-Fx\chi)$. The terms in $x$ cancel if $\hbar\dot k_x=F$. With $t=0$ at $k_x=0$,
\begin{equation}
i\hbar\dot\chi=\left[vFt\,\sigma_x+\hbar vk_y\sigma_y+\Delta\sigma_z\right]\chi .
\label{sweep}
\end{equation}
The wavevector $k_y$ is constant because $U$ does not depend on $y$.

\textbf{Q.} There are still three Pauli matrices. The Landau--Zener problem has two, one swept and one constant.

\textbf{A.} The two constant terms act as one. Define
\begin{equation}
g=\sqrt{\Delta^2+\hbar^2v^2k_y^2},\qquad
\sigma_\perp=\frac{\hbar vk_y\sigma_y+\Delta\sigma_z}{g}.
\end{equation}
Since $\sigma_y$ and $\sigma_z$ anticommute, $\sigma_\perp^2=1$; and $\sigma_\perp$ anticommutes with $\sigma_x$. Take $|+\rangle$ with $\sigma_x|+\rangle=|+\rangle$ and define $|-\rangle=\sigma_\perp|+\rangle$. Then $\sigma_x|-\rangle=-\sigma_\perp\sigma_x|+\rangle=-|-\rangle$, and $\sigma_\perp|-\rangle=|+\rangle$. With $\chi=a|+\rangle+b|-\rangle$, equation (\ref{sweep}) becomes
\begin{equation}
i\hbar\dot a=vFt\,a+g\,b,\qquad i\hbar\dot b=g\,a-vFt\,b .
\end{equation}
Mass and transverse wavevector enter these equations through $g$ alone, so their signs do not affect the interband probability. Measure time by $\tau=t\sqrt{vF/\hbar}$ and divide by $\sqrt{\hbar vF}$:
\begin{equation}
ia'=\tau a+\sqrt\gamma\,b,\qquad ib'=\sqrt\gamma\,a-\tau b,\qquad
\gamma=\frac{g^2}{\hbar vF}.
\label{ab}
\end{equation}

\textbf{Q.} Which quantity in these equations is the interband probability?

\textbf{A.} The instantaneous energies, in units of $\sqrt{\hbar vF}$, are $\pm\sqrt{\tau^2+\gamma}$. For $|\tau|\to\infty$ the band states become $|\pm\rangle$, with energies $\pm\tau$. Thus $|-\rangle$ belongs to the upper band at early times and to the lower band at late times. An electron that keeps its $\sigma_x$ state has changed band. We need
\begin{equation}
P=\frac{|b(+\infty)|^2}{|b(-\infty)|^2}\quad\text{with}\quad a(-\infty)=0 .
\end{equation}
This is the passage from the upper band to the lower. The reverse passage has the same probability, because the two diagonal elements of a unitary $2\times2$ matrix have equal modulus.

\section{Solving the sweep}

\textbf{Q.} Perturbation theory in $g$ would handle a small gap, and a semiclassical estimate a large one. What justifies one formula between them?

\textbf{A.} A solution of (\ref{ab}) for any $\gamma>0$. First remove the rapid phases with $a=Ae^{-i\tau^2/2}$ and $b=Be^{i\tau^2/2}$. The terms in $\tau$ cancel, leaving
\begin{equation}
A'=-i\sqrt\gamma\,e^{i\tau^2}B,\qquad B'=-i\sqrt\gamma\,e^{-i\tau^2}A .
\end{equation}
Differentiate the first equation and use both:
\begin{align}
A''&=-i\sqrt\gamma\,e^{i\tau^2}(2i\tau B+B')
=2i\tau A'-\gamma A .
\label{second}
\end{align}
Also $|B|^2=|A'|^2/\gamma$, so conservation of the norm reads
\begin{equation}
N=|A|^2+|A'|^2/\gamma=\text{constant}.
\end{equation}

The coefficients of (\ref{second}) are at most linear in $\tau$, which suggests $A=\int_C f(s)e^{s\tau}ds$. A factor $\tau$ is a derivative with respect to $s$, so integration by parts gives
\begin{equation}
2i\tau A'=2i\int_C sf\,\frac{d e^{s\tau}}{ds}\,ds=-2i\int_C(sf)'e^{s\tau}ds,
\end{equation}
if the integrand vanishes at both ends of $C$. Equation (\ref{second}) then holds if $s^2f+2i(sf)'+\gamma f=0$. For $h=sf$ this is
\begin{equation}
\frac{h'}{h}=\frac i2\left(s+\frac\gamma s\right),\qquad
h=e^{is^2/4}s^{i\gamma/2},
\end{equation}
and hence
\begin{equation}
A=\int_C e^{s\tau+is^2/4}s^{i\gamma/2-1}ds,\qquad
A'=\int_C e^{s\tau+is^2/4}s^{i\gamma/2}ds .
\label{contour}
\end{equation}
Let $C$ run from infinity at $\arg s=-3\pi/4$, below the origin, to infinity at $\arg s=\pi/4$. At both ends $s^2=i|s|^2$, so the integrand falls as $e^{-|s|^2/4}$, as required.

\textbf{Q.} You chose the contour below the origin. Passing above it would also give a solution. Why is yours the right one?

\textbf{A.} Because it satisfies $a(-\infty)=0$. The exponent $s\tau+is^2/4$ is stationary where $\tau+is/2=0$, at $s_0=2i\tau$. With $s=s_0+u$ it equals $i\tau^2+iu^2/4$ with no remainder. Along $u=re^{i\pi/4}$ the Gaussian integral has modulus $\int e^{-r^2/4}dr=\sqrt{4\pi}$.

For $\tau\to-\infty$ the saddle lies on the negative imaginary axis, and the line through it passes below the origin. It is therefore a permitted deformation of $C$. At the saddle $\arg s=-\pi/2$, and since $|s^{i\gamma/2}|=e^{-\gamma\arg s/2}$,
\begin{equation}
|A'|\to\sqrt{4\pi}\,e^{\pi\gamma/4},\qquad |A|=O(1/|\tau|)\to0 .
\label{early}
\end{equation}
The extra factor $1/s$ in $A$ makes it vanish. The norm follows at once: $N=4\pi e^{\pi\gamma/2}/\gamma$.

\textbf{Q.} At late times the saddle has moved above the origin. You cannot drag the contour through the branch point.

\textbf{A.} Correct, so the contour is split into two pieces. The first comes in from $\arg s=-3\pi/4$, circles the origin counterclockwise, and returns to infinity at $\arg s=5\pi/4$. The second starts there, passes above the origin through the saddle, and ends at $\arg s=\pi/4$. The outgoing leg of the first piece can be cancelled against the start of the second, which restores $C$.

On the second piece the saddle has $\arg s=+\pi/2$, so its contribution to $A'$ has modulus $\sqrt{4\pi}\,e^{-\pi\gamma/4}$. On the first piece $\mathrm{Re}\,s<0$ along the legs, so $e^{s\tau}$ confines the integral to $|s|\sim1/\tau$. There $e^{is^2/4}\to1$, and $s=z/\tau$ shows that this piece adds to $A'$ a term of order $1/\tau$, which vanishes. Therefore
\begin{equation}
P=\frac{|A'(+\infty)|^2}{|A'(-\infty)|^2}
=\frac{e^{-\pi\gamma/2}}{e^{\pi\gamma/2}}=e^{-\pi\gamma}.
\end{equation}
In the original quantities,
\begin{equation}
P(k_y)=\exp\left[-\frac{\pi\Delta^2}{\hbar veE}\right]
\exp\left[-\pi\ell^2k_y^2\right],\qquad
\ell=\sqrt{\frac{\hbar v}{eE}} .
\label{result}
\end{equation}

\textbf{Q.} If the loop round the origin drops out, where is the electron that did not tunnel?

\textbf{A.} In $A$, where the loop does survive. The same substitution gives
\begin{equation}
|A(+\infty)|=\left|\int e^z z^{i\gamma/2-1}dz\right|
=\frac{2\pi}{|\Gamma(1-i\gamma/2)|},
\end{equation}
by Hankel's integral for the Gamma function. With $|\Gamma(1-iy)|^2=\pi y/\sinh\pi y$ and $y=\gamma/2$,
\begin{equation}
\frac{|A(+\infty)|^2}{N}
=\frac{8\pi\sinh(\pi\gamma/2)}{\gamma}\,\frac{\gamma}{4\pi e^{\pi\gamma/2}}
=1-e^{-\pi\gamma}.
\end{equation}
The two probabilities add to one, although they came from different parts of the contour.

\section{What the Gaussian means}

\textbf{Q.} Is the Gaussian an expansion for small $k_y$?

\textbf{A.} Not in this model. The squared half-gap seen at fixed $k_y$ is $g^2=\Delta^2+\hbar^2v^2k_y^2$, and $P$ is exponential in $g^2$. The factor in $k_y$ has standard deviation $1/(\sqrt{2\pi}\,\ell)$, which grows as $\sqrt E$ and does not contain $\Delta$. The mass lowers the whole curve without changing its width.

For $\Delta=0$ and $k_y=0$, $P=1$ at any field: $H_0$ then contains $\sigma_x$ alone, and the electron cannot leave its $\sigma_x$ state. Oblique electrons are still suppressed. For $\Delta\neq0$, weak fields make $P$ exponentially small and strong fields bring $P(0)$ towards one.

\textbf{Q.} A device has a static potential step and a current. Why should a probability in time equal a transmission in space?

\textbf{A.} Write the stationary equation at energy $\varepsilon$ in the $k_x$ representation, where $x=i\partial_{k_x}$:
\begin{equation}
iF\,\partial_{k_x}\phi=(H_0-\varepsilon)\phi .
\end{equation}
Putting $\phi=e^{i\varepsilon k_x/F}\chi$ removes $\varepsilon$ and leaves (\ref{sweep}) with $t=\hbar k_x/F$, so $\tau=k_x\ell$. In real space, $\psi(x)=\int\phi\,e^{ik_xx}dk_x/2\pi$. Let $X=x+\varepsilon/F$. The $|+\rangle$ part has the leading phase $k_xX-k_x^2\ell^2/2$, stationary at $k_x=X/\ell^2$; the $|-\rangle$ part is stationary at $k_x=-X/\ell^2$.

The velocity operator is $v\sigma_x$, so $|+\rangle$ moves right and $|-\rangle$ moves left. The wave incident from the left is $|+\rangle$ at $k_x\to-\infty$, and the transmitted wave is $|+\rangle$ at $k_x\to+\infty$. A wave incident from the right would be $|-\rangle$ at $k_x\to-\infty$, and it is absent. All these waves have speed $v$ and the same stationary-phase factor, so the ratio of fluxes is $P$.

The semiclassical exponent agrees. Inside the gap region the decay constant is $\sqrt{g^2-F^2X^2}/(\hbar v)$, and the area of a half-ellipse gives
\begin{equation}
\frac{2}{\hbar v}\int_{-g/F}^{g/F}\sqrt{g^2-F^2X^2}\,dX
=\frac{2}{\hbar v}\,\frac{\pi g^2}{2F}=\pi\gamma .
\end{equation}
For the linear potential the semiclassical exponential alone, with prefactor one, equals the full result.

\textbf{Q.} And the current?

\textbf{A.} A wide junction has $dk_y/2\pi$ transverse modes per unit width. Since $\int e^{-\pi\ell^2k_y^2}dk_y=1/\ell$,
\begin{equation}
\frac GW=\frac{4e^2}{h}\int P\,\frac{dk_y}{2\pi}
=\frac{4e^2}{h}\,\frac{e^{-\pi\Delta^2/(\hbar veE)}}{2\pi\ell},
\label{cond}
\end{equation}
for small bias, low temperature, ballistic transport (so that $k_y$ is conserved), and fourfold spin and valley degeneracy. The leads must carry all $k_y$ within the Gaussian.

\section{A junction in gapped graphene}

\textbf{Q.} Put in numbers for a real material.

\textbf{A.} Consider a p--n junction in graphene aligned on hexagonal boron nitride, as can form beside a metal contact that dopes the sheet. Rough values are a full gap of 50 meV (on the high side of measured gaps), $v=10^6$ m/s and a built-in field of 0.02 MV/cm. Then $\hbar v=0.6582$ eV\,nm, $F=0.002$ eV/nm, and
\begin{align}
\ell&=\sqrt{0.6582/0.002}\ \text{nm}=18.1\ \text{nm},\\
\pi\gamma(0)&=\frac{\pi(0.025)^2}{0.6582\times0.002}=1.49,\qquad
P(0)=0.225 .
\end{align}
The standard deviation in $k_y$ is $0.022$ nm$^{-1}$. With band shifts of $\pm0.12$ eV, the lead wavevector is $\sqrt{0.12^2-0.025^2}/0.6582=0.178$ nm$^{-1}$, so one standard deviation is an angle of incidence of about $7^\circ$. The junction collimates the current.

Equation (\ref{sweep}) was also integrated numerically from $k_x\ell=-25$ to $25$:
\begin{center}
\begin{tabular}{ccc}
$k_y$ (nm$^{-1}$) & $P$, integrated & $P$, formula\\
0.00 & 0.2250 & 0.2250\\
0.02 & 0.1488 & 0.1488\\
0.04 & 0.0430 & 0.0430\\
0.06 & 0.0054 & 0.0054
\end{tabular}
\end{center}
A separate test solved the static problem in real space for a ramp of half-width $15\ell$ and $|k_y|\le0.04$ nm$^{-1}$. At zero energy its transmission differed from (\ref{result}) by at most $1.6\times10^{-4}$ of the formula's value, and at 0.05 eV by less than $3\times10^{-4}$.

The mode sum is $1.97$ per $\mu$m, so $G/W$ is about $0.31$ mS/$\mu$m, which is a resistance of about $3.3$ k$\Omega\,\mu$m. With gap and velocity held fixed, halving the field lowers $P(0)$ to 0.051, and doubling it raises $P(0)$ to 0.474.

\textbf{Q.} Your ramp is now 120 nm long, not infinite, and real potentials have no sharp corners.

\textbf{A.} For these numbers a linear ramp between flat leads transmits 0.2213 at $k_y=0$, which is 1.7\,\% below the formula. This deviation oscillates with the length of the ramp, as expected for reflection at its two corners: at the same field it is $+2.8\,\%$ for a band shift of 0.10 eV and $+1.1\,\%$ for 0.135 eV. Its agreement with the next value is therefore accidental. A rounded potential $U=-U_0\tanh(Fx/U_0)$, with $U_0=0.12$ eV and the same central field, also gives 0.2213. Here the cause can be derived. Since $dx=-dU/[F(1-U^2/U_0^2)]$, the leading increase of the semiclassical exponent is
\begin{equation}
\frac{2}{\hbar vFU_0^2}\int_{-g}^{g}U^2\sqrt{g^2-U^2}\,dU
=\frac{2}{\hbar vFU_0^2}\,\frac{\pi g^4}{8}
=\pi\gamma\,\frac{g^2}{4U_0^2}.
\end{equation}
This is $1.49\times(0.025/0.12)^2/4=0.016$, and it lowers $P$ by 1.6\,\%. The field is weaker away from the centre, so the gap region is slightly longer.

\textbf{Q.} At room temperature, do electrons not simply pass over the gap?

\textbf{A.} Some do at 300 K, but the net effect of temperature here is small. The transmission of the finite linear ramp, summed over $k_y$ and averaged thermally with passage over the barrier included, is 0.984 of the formula at zero temperature, 0.999 at 77 K and about 1.02 at 300 K. Gap and potential are held fixed in this comparison. These are totals. Passage over the barrier needs an energy of $0.12+0.025=0.145$ eV, about 22 times $k_BT$ at 77 K, so it plays no part there. The rise to 0.999 comes from averaging over the ripple of the finite ramp, whose mode sum varies between 0.97 and 1.02 of the formula within 0.05 eV of the Fermi level. At 300 K passage over the barrier contributes 0.07, while the tunnelling part falls to 0.95, mainly because electrons at energies inside the gap of either lead are not transmitted. The small net effect is a cancellation of these two changes. A lower step would let more electrons over.

\textbf{Q.} Then which assumption should I distrust in a real contact?

\textbf{A.} That the gap and the field are known, and that the field is uniform. Both values are rough here, and weak screening where the carrier density passes through zero can make the field nonuniform. A gap 20\,\% larger lowers $P(0)$ from 0.225 to 0.117, and the conductance by the same factor. A field 20\,\% higher raises $P(0)$ from 0.225 to 0.289. By (\ref{cond}) the conductance also gains a factor $\sqrt{1.2}$, so it rises by about 40\,\%. The shape of the potential can matter far more than a 20\,\% change. Between the same leads and over the same 120 nm, a profile $U\propto-\mathrm{sign}(x)\sqrt{|x|}$, the Thomas--Fermi shape for a linearly varying density in gapless graphene, transmits 0.61 at $k_y=0$, and an abrupt step transmits 0.96. The computed resistance is that of the p--n junction between ideal leads; a real contact adds the resistance of the metal--graphene interface.

The lattice correction is smaller for this example. Honeycomb-lattice bands change $P$ by at most 1\,\% of its value, for two field directions and $k_y$ of zero or one standard deviation. At two standard deviations the change reaches 2--3\,\%, while the mode sum changes by about 0.5\,\% or less. Disorder and the moir\'e pattern were only estimated, not included in $P$. A rough mobility of 20\,000 cm$^2$/Vs gives a mean free path of about 0.2 $\mu$m in the leads, against a gap region of $2\Delta/F=25$ nm and a whole ramp of 120 nm. At fixed mobility, however, the mean free path is proportional to the local wavevector, so it shrinks inside the ramp towards the gap region. Ballistic transport through the junction is therefore an assumption that this estimate does not secure. The moir\'e pattern, with a period of about 14 nm, alters the bands near 0.17 eV. That lies above the 0.12 eV band shift, but a more strongly doped lead would reach it, and the two-band model would then need replacing there. Carriers 0.05 eV from the Fermi level, about $2k_BT$ at 300 K, also reach it in one of the present leads, so the 300 K total given above is only a two-band estimate. The main values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values)
velocity = 1.0e+06 m/s
full gap = 50 meV, Delta = 25 meV
field = 0.020 MV/cm, force = 0.0020 eV/nm
lead band shift = +/- 0.12 eV
mobility = 20000 cm2/Vs
bond length = 0.142 nm
moire period = 14 nm
RESULTS
hbar v = 0.6582 eV nm
field length ell = 18.14 nm
gamma at ky=0 = 0.4748
exponent pi*gamma at ky=0 = 1.4915
P at ky=0 = 0.2250
loop fraction 1-P from Gamma function = 0.7750
Gaussian standard deviation in ky = 0.0220 1/nm
ky (1/nm), P integrated, P formula:
  0.00  0.22501  0.22503
  0.01  0.20291  0.20292
  0.02  0.14880  0.14881
  0.03  0.08874  0.08874
  0.04  0.04304  0.04303
  0.06  0.00544  0.00544
P(ky=0) at 0.01 MV/cm = 0.0506
P(ky=0) at 0.04 MV/cm = 0.4744
P(ky=0) at 0.10 MV/cm = 0.7421
sum of P dky/2pi, formula = 1.9742 1/um
sum of P dky/2pi, integrated = 1.9742 1/um
conductance per width = 305.9 uS/um
resistance times width = 3269 ohm um
ACCURACY OF TESTS
largest relative error, time sweep = 5.8e-04
largest relative error, long ramp = 1.6e-04
NEGLECTED EFFECTS
gap region length = 25.0 nm
gap region / v = 25.0 fs
whole ramp length = 120 nm
T(ky=0), finite ramp = 0.2213
T(ky=0), rounded potential = 0.2213
ky sum / formula, finite ramp, 0 K = 0.9841
ky sum / formula, finite ramp, 77 K = 0.9987
ky sum / formula, finite ramp, 300 K = 1.0224
largest lattice change of P = 0.954 %
P(ky=0), field 20 % higher = 0.2885
lead mean free path = 235 nm
moire band-edge energy = 0.171 eV
\end{verbatim}
